# The Exchange-Correlation Energy Density Is Not Unique: A Laplacian-Level Counterexample

## A density simple enough to see through

Take two electrons of opposite spin with the density

\[
n(r)=\frac{2\zeta^3}{\pi}e^{-2\zeta r},\qquad \zeta=1\ \text{bohr}^{-1}.
\]

Lengths are in bohr and energies in rydberg, so that \(e^2=2\). With \(\zeta=1\), the power \(n^{2/3}\) is a constant times \(e^{-ar}\), where \(a=4/3\). For a spherical function \(\nabla^2f=f''+2f'/r\), hence

\[
\nabla^2e^{-ar}=\left(a^2-\frac{2a}{r}\right)e^{-ar}.
\]

This is negative for \(r<2/a=3/2\) and positive outside. Its integral over space follows from \(\int_0^\infty r^2e^{-ar}dr=2/a^3\) and \(\int_0^\infty re^{-ar}dr=1/a^2\):

\[
4\pi\int_0^\infty r^2\left(a^2-\frac{2a}{r}\right)e^{-ar}dr
=4\pi\left(\frac{2}{a}-\frac{2}{a}\right)=0 .
\]

A multiple of \(\nabla^2n^{2/3}\) can therefore be added to any exchange energy density without changing the energy of this system. The energy is moved from one region to another, and the total stays the same. If this holds for every density in a neighbourhood of \(n\), the potential cannot change either. The belief that the energy functional determines one energy density, and with it one enhancement factor, is then false.

## The added term as a change of enhancement factor

For spin-unpolarized densities write

\[
E_x[n]=\int e_x\,d^3r,\qquad e_x=-A\,n^{4/3}F,\qquad
A=\frac32\left(\frac3\pi\right)^{1/3}=1.4771 .
\]

The constant \(A\) belongs to the uniform electron gas, for which \(F=1\). With \(K=(3\pi^2)^{1/3}=3.0937\), the dimensionless gradient and Laplacian are

\[
s=\frac{|\nabla n|}{2Kn^{4/3}},\qquad q=\frac{\nabla^2n}{4K^2n^{5/3}} .
\]

Choose the vector field

\[
\mathbf G=-\gamma\,n^{-1/3}\nabla n=-\frac{3\gamma}{2}\nabla n^{2/3}.
\]

The product rule gives

\[
\nabla\cdot\mathbf G=-\gamma\left[n^{-1/3}\nabla^2n-\frac13n^{-4/3}|\nabla n|^2\right].
\]

Insert \(\nabla^2n=4K^2n^{5/3}q\) and \(|\nabla n|^2=4K^2n^{8/3}s^2\). Both terms acquire the factor \(4K^2n^{4/3}\), so

\[
\nabla\cdot\mathbf G=-4K^2\gamma\,n^{4/3}\left(q-\frac{s^2}{3}\right).
\]

Setting \(\gamma=Ab/(4K^2)\) turns the prefactor into \(-Ab\,n^{4/3}\). Adding \(\nabla\cdot\mathbf G\) to \(e_x\) is thus the replacement

\[
F\;\longrightarrow\;\tilde F=F+b\left(q-\frac{s^2}{3}\right).
\]

For a uniform density \(s=q=0\), and the uniform-gas limit is kept.

As the starting functional take PBE exchange,

\[
F(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \mu=0.2195,\quad \kappa=0.804,
\]

and let \(b=3\mu=0.6585\), which gives \(\gamma=0.02541\). For the exponential density \(|\nabla n|=2n\) and \(\nabla^2n=(4-4/r)n\), so that

\[
s^2=\frac{1}{K^2n^{2/3}},\qquad q=\left(1-\frac1r\right)s^2,\qquad
q-\frac{s^2}{3}=\left(\frac23-\frac1r\right)s^2 .
\]

At \(r=1\), for instance, \(s=0.7319\) and \(q=0\). The added term is \(-0.6585\times0.5357/3=-0.1176\), which lowers \(F=1.1026\) to \(\tilde F=0.9850\). Other points are:

| \(r\) | \(s\) | \(q\) | \(F\) | \(\tilde F\) |
|---|---|---|---|---|
| 0.01 | 0.378 | −14.17 | 1.030 | −8.330 |
| 0.50 | 0.524 | −0.275 | 1.056 | 0.815 |
| 1.50 | 1.021 | 0.348 | 1.178 | 1.178 |
| 3.00 | 2.776 | 5.139 | 1.545 | 3.237 |
| 5.00 | 10.53 | 88.75 | 1.778 | 35.87 |

The new factor tends to \(-\infty\) as \(-1/r\) at the nucleus. Far out it grows as \(s^2\propto e^{4r/3}\). Neither behaviour makes the energy diverge: the volume element supplies \(r^2\) at the nucleus, and \(n^{4/3}\propto e^{-8r/3}\) overcomes the growth in the tail.

Radial quadrature gives \(-1.2238\) Ry, or \(-16.650\) eV, for both factors. To see where the energy has gone, integrate the difference over a sphere of radius \(R\). By Gauss's theorem it equals the outward flux of \(\mathbf G\). Since \(n'=-2n\), the radial component is \(G_r=2\gamma n^{2/3}\), and

\[
\Delta E(R)=4\pi R^2G_r(R)=8\pi\gamma R^2n(R)^{2/3}.
\]

Its \(R\)-dependence is \(R^2e^{-4R/3}\), with a maximum at \(R=3/2\), where the added density changes sign. There \(\Delta E=0.1439\) Ry, about 12% of the magnitude of the total energy. It has fallen to \(0.0150\) Ry at \(R=5\) and to \(2\times10^{-7}\) Ry at \(R=15\). The exchange energy "inside a sphere" thus depends on the chosen energy density, while the total does not.

## The potential, term by term

For an energy density that depends on \(n\), \(\nabla n\) and \(\nabla^2n\), two integrations by parts in the first variation give

\[
v=\frac{\partial e}{\partial n}-\nabla\cdot\frac{\partial e}{\partial\nabla n}
+\nabla^2\frac{\partial e}{\partial(\nabla^2n)} .
\]

Apply this to the added density \(-\gamma\,[n^{-1/3}\nabla^2n-\tfrac13n^{-4/3}|\nabla n|^2]\). The density term is

\[
-\gamma\left[-\frac13n^{-4/3}\nabla^2n+\frac49n^{-7/3}|\nabla n|^2\right].
\]

For the gradient term, \(\partial e/\partial\nabla n=\tfrac23\gamma n^{-4/3}\nabla n\). Minus its divergence is

\[
-\gamma\left[\frac23n^{-4/3}\nabla^2n-\frac89n^{-7/3}|\nabla n|^2\right].
\]

For the Laplacian term, \(\nabla n^{-1/3}=-\tfrac13n^{-4/3}\nabla n\), and therefore

\[
\nabla^2(-\gamma n^{-1/3})=-\gamma\left[-\frac13n^{-4/3}\nabla^2n+\frac49n^{-7/3}|\nabla n|^2\right].
\]

The coefficients of \(\nabla^2n\) add to \(-\tfrac13+\tfrac23-\tfrac13=0\), and those of \(|\nabla n|^2\) to \(\tfrac49-\tfrac89+\tfrac49=0\). The cancellation uses no property of the particular density.

In the example at \(r=1\), the three terms are \(-0.1023\), \(+0.2046\) and \(-0.1023\) Ry. Each is a sizeable fraction of the PBE exchange potential there, \(-0.9392\) Ry, but their sum vanishes. Keeping the first term alone would suggest, wrongly, that the potential had changed.

## The general statement and its proof

The word "decaying" is not a sufficient condition on the added field. What matters is its flux.

**Statement.** Let \(\mathbf G[n]\) be a vector field that is differentiable away from the nuclei, with an integrable divergence there. Suppose that, for every admissible density, its flux vanishes through a sphere whose radius tends to infinity and through a sphere around each nucleus whose radius tends to zero. Then \(e_{xc}\) and \(e_{xc}+\nabla\cdot\mathbf G\) give the same energy for every admissible density, and the same functional derivative wherever one exists.

**Proof.** Cut small balls of radius \(\varepsilon\) around the nuclei out of a large ball of radius \(R\). With \(\hat{\mathbf r}\) pointing away from the centre of each sphere, Gauss's theorem gives

\[
\int\nabla\cdot\mathbf G\,d^3r
=\oint_R\mathbf G\cdot\hat{\mathbf r}\,dS
-\sum_{\text{nuclei}}\oint_\varepsilon\mathbf G\cdot\hat{\mathbf r}\,dS .
\]

Both parts vanish in the limits, so \(\Delta E[n]=0\). Now let \(\eta\) be a variation for which \(n+t\eta\) is admissible for all small \(|t|\). Then \(\Delta E[n+t\eta]=0\) for all these \(t\), and its derivative at \(t=0\) is zero. Hence \(\int\Delta v\,\eta\,d^3r=0\) for every such \(\eta\), which means \(\Delta v=0\), provided the admissible variations include arbitrary small localized ones that change the number of electrons (if only variations with \(\int\eta\,d^3r=0\) are admitted, \(\Delta v\) is fixed up to a constant). \(\square\)

For the Laplacian-level field, let the admissible densities be positive, smooth away from the nuclei, finite and nonzero at the nuclei with bounded gradient and with \(\nabla^2n\) diverging there no faster than \(1/r\), and exponentially decaying with \(|\nabla n|\le Cn\) and \(|\nabla^2n|\le Cn\) at large distance. Then \(|\mathbf G|\le\gamma Cn^{2/3}\) far out, and \(R^2|\mathbf G|\to0\). At a nucleus \(\mathbf G\) is bounded, so its flux through a small sphere is of order \(\varepsilon^2\). A cusp makes \(\nabla^2n\) diverge as \(1/r\), which is integrable, and leaves no delta function. Far out \(|\nabla\cdot\mathbf G|\) is bounded by a multiple of \(n^{2/3}\), which is integrable as well. Smooth variations with \(|\eta|\), \(|\nabla\eta|\) and \(|\nabla^2\eta|\) bounded by a multiple of \(n\) preserve these properties for small \(t\). In a periodic system the fluxes through opposite cell faces cancel instead.

A converse also holds. If two sufficiently regular energy densities give the same energy for every \(n\), their difference \(f\) has zero integral. Solve \(\nabla^2\chi=f\) and set \(\mathbf G=\nabla\chi\). Then \(\nabla\cdot\mathbf G=f\), and the flux through a large sphere is the integral of \(f\) inside it, which tends to zero.

## Three fields that fail

First, let \(\phi(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\) and \(\mathbf G=-(c/4\pi)\nabla\phi\). Because \(\nabla^2\phi=-4\pi n\), the divergence is \(cn\). This field decays, but as \(cN/(4\pi R^2)\), where \(N\) is the number of electrons. Its flux tends to \(cN\), so

\[
\Delta E=cN,\qquad \Delta v=c .
\]

With \(c=0.1\) Ry and two electrons the energy rises by \(0.2\) Ry. The constant potential leaves the density at fixed \(N\) unchanged, but shifts every orbital energy by \(c\).

Second, \(\mathbf G=\nabla\ln n\) has the local form \(h(n)\nabla n\) with \(h=1/n\). For the exponential density it has constant length, with \(G_r=-2\) at every radius, and the flux \(-8\pi R^2\) diverges.

Third, put a nucleus at the origin and take \(\mathbf G=c'n\nabla(1/r)\). Its radial component near the nucleus is \(-c'n/r^2\), whose flux through a small sphere tends to \(-4\pi c'n(0)\). If the divergence is evaluated away from the nucleus and then integrated, the energy changes by \(+4\pi c'n(0)\), and the potential gains a delta function at the nucleus.

## How much freedom is there at Laplacian level?

Consider fields \(\mathbf G=h(n,w)\nabla n\) with \(w=|\nabla n|^2\). Since \(\nabla w=2(\nabla\nabla n)\cdot\nabla n\),

\[
\nabla\cdot\mathbf G=h\nabla^2n+\frac{\partial h}{\partial n}w
+2\frac{\partial h}{\partial w}\,\nabla n\cdot(\nabla\nabla n)\cdot\nabla n .
\]

The last term contains the second derivative along the gradient. In three dimensions this can be varied while \(n\), \(\nabla n\) and \(\nabla^2n\) stay fixed. At the origin, \(n=1+x+x^2/2\) and \(n=1+x+y^2/2\) agree in all three quantities. For \(h=n^{-1/3}w\), however, the divergences are \(-\tfrac13+1+2=\tfrac83\) and \(-\tfrac13+1=\tfrac23\). A Laplacian-level result therefore requires \(\partial h/\partial w=0\).

For exchange, the rest is fixed if the energy density is to keep the form \(n^{4/3}F(s,q)\) point by point. The scaling of the total energy alone does not restrict \(h\), since the added term integrates to zero whenever its flux vanishes. Under \(n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)\), an energy density of the form \(n^{4/3}F(s,q)\) becomes \(\lambda^4e_x(\lambda\mathbf r)\), because \(s\) and \(q\) are dimensionless. In \(\nabla\cdot[h(n_\lambda)\nabla n_\lambda]\), the density brings \(\lambda^3\) and the two derivatives bring \(\lambda^2\). The added density scales correctly if

\[
\lambda^5\,\nabla\cdot[h(\lambda^3n)\nabla n]=\lambda^4\,\nabla\cdot[h(n)\nabla n].
\]

Put \(k(n)=\lambda h(\lambda^3n)-h(n)\). The condition is \(k\nabla^2n+k'(n)|\nabla n|^2=0\), and since \(\nabla^2n\) can be chosen independently, \(k=0\). Thus \(h(\lambda^3n)=\lambda^{-1}h(n)\), which gives \(h\propto n^{-1/3}\). Within this family, the term \(b(q-s^2/3)\) is the whole freedom for an exchange energy density of the form \(n^{4/3}F(s,q)\). Correlation does not obey this scaling, so other functions \(h(n)\) are allowed there, provided that the flux vanishes.

## What happens to constraints and bounds

**The gradient coefficient.** For slowly varying densities write \(F=1+\mu_ss^2+\mu_qq\). The integral of \(n^{4/3}(q-s^2/3)\) vanishes, so the energy depends on the combination

\[
\mu_{\rm eff}=\mu_s+\frac{\mu_q}{3}.
\]

PBE exchange has \(\mu_s=\mu\) and \(\mu_q=0\). With \(b=3\mu\), the new factor has \(\mu_s=\mu-b/3=0\) and \(\mu_q=3\mu\). Its second-order expansion contains no \(s^2\) term at all, yet \(\mu_{\rm eff}=\mu\) as before. For the periodic density \(n=0.05\,(1+0.5\cos x)\) bohr\(^{-3}\), with \(x\) in bohr, the terms \(\mu s^2\) and \(3\mu q\) both contribute a mean energy density of \(-1.602\times10^{-4}\) Ry bohr\(^{-3}\). A constraint on the coefficient of \(s^2\) is meaningful once the coefficient of \(q\) is given.

**The Lieb–Oxford bound.** This is a lower bound on the exact exchange-correlation energy, and on the exact exchange energy, proportional to \(-\int n^{4/3}d^3r\). PBE exchange satisfies it through the pointwise condition \(F\le1+\kappa=1.804\). For spin densities \(n_\sigma\), exchange obeys \(E_x[n_\uparrow,n_\downarrow]=\tfrac12\sum_\sigma E_x[2n_\sigma]\), so that

\[
E_x\ge-\frac{1.804A}{2}\sum_\sigma\int(2n_\sigma)^{4/3}d^3r
\ge-2^{1/3}(1.804)A\int n^{4/3}d^3r .
\]

The second step uses \(\tfrac12\,2^{4/3}=2^{1/3}\) and \(n_\uparrow^{4/3}+n_\downarrow^{4/3}\le n^{4/3}\). The final coefficient is \(3.36\) Ry bohr. This is the original Lieb–Oxford constant, \(2\times1.679\) in these units, for which the pointwise limit was designed. Smaller constants have been proved since, and the condition \(F\le1.804\) alone does not guarantee them.

In the example, \(\tilde F\) is negative inside \(r=0.096\) bohr and exceeds \(1.804\) outside \(r=2.28\) bohr, a region that holds \(0.333\) electrons, one sixth of the total charge. The pointwise condition is plainly broken. The integrated bound is nevertheless inherited, because the energy equals that of PBE exchange for every admissible density. In this system the ratio of \(E_x\) to its uniform-gas approximation is \(1.141\) with either factor. The pointwise inequality is sufficient for the bound but not necessary, and a large or negative \(\tilde F\) at some point does not by itself show a violation.

## Exact exchange has the same freedom

The ambiguity is not a defect of approximate functionals. For two electrons of opposite spin in one orbital, the Hartree energy \(E_H=\tfrac12\int nv_H\,d^3r\) is twice the repulsion between the two electrons in that orbital, since it includes each electron's interaction with itself. Exchange removes this half: \(E_x=-\tfrac12E_H\). One energy density is therefore

\[
e_1=-\frac14nv_H,\qquad v_H(\mathbf r)=2\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' .
\]

Poisson's equation reads \(\nabla^2v_H=-8\pi n\) in these units, so \(\nabla\cdot(v_H\nabla v_H)=|\nabla v_H|^2-8\pi nv_H\). Division by \(-32\pi\) and rearrangement give

\[
e_2\equiv-\frac{|\nabla v_H|^2}{32\pi}
=e_1-\frac{1}{32\pi}\nabla\cdot(v_H\nabla v_H).
\]

The field \(v_H\nabla v_H\) falls as \(r^{-3}\), fast enough for its flux to vanish. For the exponential density both forms integrate to \(-1.2500\) Ry. At \(r=1\) they are \(-0.0628\) and \(-0.0166\) Ry bohr\(^{-3}\), respectively.

A convention can select one form. The exchange hole here has density \(-n/2\), and assigning to each point half the interaction of \(n\) with its hole gives \(e_1\). That is a definition added to the energy functional, not a consequence of it.

The convention matters when energy densities are mixed locally. Let

\[
E=\int\left[a(\mathbf r)e_x^{\rm exact}+(1-a(\mathbf r))e_x^{\rm approx}\right]d^3r,
\]

with a smooth, bounded \(a\). Adding \(\nabla\cdot\mathbf G\) to the approximate density now changes the energy by

\[
\int(1-a)\nabla\cdot\mathbf G\,d^3r=\int\nabla a\cdot\mathbf G\,d^3r ,
\]

after integration by parts with a vanishing surface term. For constant \(a\) this is zero. For varying \(a\) it is generally not, and the two energy densities must be brought to a common convention before they are mixed.

Numbers in the example were calculated in double precision.
